# Surface stress from the mean stress of a periodic slab cell

## The problem

A crystal slab with two equivalent faces is placed in a periodic cell. The cell has in-plane area $A$ and length $L$ along the surface normal $z$, and $L$ includes the vacuum between the slab and its next periodic image. The atoms are relaxed until the forces vanish. The calculation then reports one in-plane stress for the whole cell,

$$\sigma_{xx}=\frac{1}{AL}\frac{\partial E}{\partial\varepsilon_{xx}} ,$$

where $E$ is the energy of the cell and $\varepsilon_{xx}$ is a small strain along $x$, measured from the current state, at fixed $L$. With this sign a positive stress is tensile: stretching costs energy. The temperature is zero.

The surface energy $\gamma$ is the excess energy per area of one face. The surface stress $f_{xx}$ is the work per area of one face done against the surface when it is stretched elastically:

$$f_{xx}=\frac{1}{A}\frac{\partial (A\gamma)}{\partial\varepsilon_{xx}} .$$

**(a)** Express $f_{xx}$ through $\sigma_{xx}$, $L$ and, if needed, properties of the bulk crystal. State when the bulk properties drop out.

**(b)** An 11-layer (001) slab of a model fcc metal is held at the in-plane lattice of its own stress-free bulk. The cell length is $L=34.52$ Å, the bulk layer spacing is $1.952$ Å, and the mean stress is $\sigma_{xx}=0.6098$ GPa. Find $f_{xx}$ in N/m.

**(c)** The vacuum is widened until $L=49.52$ Å. Predict the new mean stress. What goes wrong if the slab thickness is used in place of $L$?

**(d)** Someone checks the answer by straining $x$ and $y$ equally and differentiating the excess energy of one face. What number should be found?

The model gives atom $i$ the energy

$$E_i=\sum_{j} a\,e^{-p(r_{ij}/r_0-1)}-B_i,\qquad B_i=\Big[\sum_j h^2e^{-2q(r_{ij}/r_0-1)}\Big]^{1/2},$$

with $a=0.10$ eV, $h=1.20$ eV, $p=10$, $q=3$ and $r_0=2.80$ Å. The first term is a repulsion between pairs, and the second is a many-atom band energy. These are round parameters and stand for no particular metal.

## Hints

1. Write the excess energy of the slab by subtracting the same number of bulk layers. How many faces does this excess belong to?
2. The bulk reference must have the same in-plane lattice as the slab. Along the normal it must be free of stress, because the vacuum exerts no force on the slab.
3. When a strain is applied, the atoms relax again. Ask whether that relaxation changes the energy to first order.
4. To see which length belongs in the answer, ask which area the cell stress was divided by.
5. For (d), count the directions in which work is done. This count has nothing to do with the number of faces.

## Full solution

### (a) From the cell stress to one face

Let the slab have $N$ layers, and let $e_b$ be the bulk energy per layer in the area $A$. The two faces are equivalent, so each owns half of the excess:

$$2A\gamma=E-Ne_b .\tag{1}$$

This assumes that the slab is thick enough for its faces not to interact, and that the vacuum is wide enough to separate the periodic images. It also assumes that the slab contains a whole number of bulk layers, so that the reference energy is unambiguous.

Differentiate (1) with respect to $\varepsilon_{xx}$ and divide by $2A$. By the definition of surface stress,

$$f_{xx}=\frac{1}{2A}\left(\frac{dE}{d\varepsilon_{xx}}-N\frac{de_b}{d\varepsilon_{xx}}\right).\tag{2}$$

The derivatives are total ones, since the atoms follow the strain. Let $u_k$ denote the internal coordinates of the slab. Then

$$\frac{dE}{d\varepsilon_{xx}}=\frac{\partial E}{\partial\varepsilon_{xx}}+\sum_k\frac{\partial E}{\partial u_k}\frac{du_k}{d\varepsilon_{xx}} .$$

At the relaxed positions every $\partial E/\partial u_k$ is zero, so the sum vanishes. What remains is the derivative that defines the cell stress:

$$\frac{dE}{d\varepsilon_{xx}}=AL\,\sigma_{xx}.\tag{3}$$

If the slab were not relaxed, the sum would remain, and (3) would give the slope for frozen internal coordinates instead.

The bulk is treated in the same way. Its layer spacing $d_b$ adjusts so that the normal stress is zero, which means $\partial e_b/\partial d_b=0$. The change of $d_b$ with strain therefore contributes nothing to first order. One layer has volume $Ad_b$, so with $\sigma_b$ the in-plane bulk stress,

$$\frac{de_b}{d\varepsilon_{xx}}=Ad_b\,\sigma_b.\tag{4}$$

Insert (3) and (4) into (2):

$$f_{xx}=\frac{1}{2A}\left(AL\sigma_{xx}-NAd_b\sigma_b\right)=\frac{L\sigma_{xx}-Nd_b\sigma_b}{2}.\tag{5}$$

If the in-plane lattice is that of the stress-free bulk, then $\sigma_b=0$ and

$$f_{xx}=\frac{L\sigma_{xx}}{2}.\tag{6}$$

The same result follows from a balance of forces. Cut the cell by a plane normal to $x$, of width $w$ along $y$. The cut has area $wL$, vacuum included, and carries the force $wL\sigma_{xx}$. Two surface lines contribute $2wf_{xx}$, and the bulk layers contribute $wNd_b\sigma_b$. Setting the total equal to the sum of its parts gives (5). The factor $L$ undoes the averaging over the cell, and the factor $1/2$ shares the force between two faces.

If the faces were different, the left side of (1) would be $A(\gamma_1+\gamma_2)$, and the same steps would give $L\sigma_{xx}=f_1+f_2$ at $\sigma_b=0$. Equation (6) would then return the mean of the two surface stresses, and the cell stress alone could not separate them.

The sign needs one check before numbers are inserted. Some calculations report a pressure-like stress, positive in compression. Its sign must be reversed before (5) or (6) is used.

### Where the stress of the model comes from

Under a strain along $x$, a separation with components $(x,y,z)$ becomes $((1+\varepsilon)x,y,z)$. From $r^2=(1+\varepsilon)^2x^2+y^2+z^2$ one finds $dr/d\varepsilon=x^2/r$ at $\varepsilon=0$.

The repulsion has the derivative $-(p/r_0)\,a\,e^{-p(r/r_0-1)}$ with respect to $r$. For the band term, the square root gives a factor $1/(2B_i)$ and the exponential gives $-2q/r_0$. With the minus sign in front of $B_i$ the result is positive. Hence

$$AL\sigma_{xx}=\sum_{i,j}\left[-\frac{p}{r_0}a\,e^{-p(r_{ij}/r_0-1)}+\frac{q}{r_0}\frac{h^2e^{-2q(r_{ij}/r_0-1)}}{B_i}\right]\frac{x_{ij}^2}{r_{ij}} .\tag{7}$$

Here $i$ runs over the atoms of the cell and $j$ over all their neighbours, periodic images included.

Equation (7) shows why this model favours a tensile surface. Keep nearest neighbours only and leave the atoms at their bulk positions. In the stress-free bulk the two terms in the bracket cancel, with $B_i\propto\sqrt{12}$ for twelve neighbours. An atom in the (001) surface has eight neighbours, so $B_i\propto\sqrt 8$. The repulsive term of each remaining bond is unchanged, while the band term grows by $\sqrt{12/8}\approx1.22$. The bracket becomes positive, so the remaining bonds pull. Farther neighbours and relaxation change the size of the effect. This argument belongs to the square-root form of the band energy and does not fix the sign for every material.

### (b) The number

The unit conversion is

$$1\ \text{GPa Å}=10^{9}\ \text{N/m}^2\times10^{-10}\ \text{m}=0.1\ \text{N/m}.$$

The lattice is that of the stress-free bulk, so (6) applies:

$$f_{xx}=\frac{34.52\times0.6098}{2}\ \text{GPa Å}=10.53\ \text{GPa Å}=1.053\ \text{N/m}.$$

This equals $0.0657$ eV/Å$^2$. Without the factor $1/2$ the result would be $2.105$ N/m, the line force of both faces together.

The number can be checked by a road that does not use the stress. The excess energy (1) is computed at slightly different strains, with slab and bulk relaxed each time, and differentiated numerically. This gives $1.0525$ N/m, the same as the stress route to the printed digits. The comparison tests both the factor $L$ and the factor $1/2$, because the energy route contains no cell length and takes its factor of two from the definition of $\gamma$.

Surface stress must not be confused with surface energy. Stretching along $x$ changes the area as $A(1+\varepsilon_{xx})$, so $\partial A/\partial\varepsilon_{xx}=A$. The product rule gives

$$f_{xx}=\frac{1}{A}\left(\gamma\frac{\partial A}{\partial\varepsilon_{xx}}+A\frac{\partial\gamma}{\partial\varepsilon_{xx}}\right)=\gamma+\frac{\partial\gamma}{\partial\varepsilon_{xx}} .\tag{8}$$

Here $\gamma=0.788$ N/m and $\partial\gamma/\partial\varepsilon_{xx}=0.264$ N/m, which add up to $1.052$ N/m (the last digit differs from the value above by rounding). The derivative supplies a quarter of the surface stress. The two quantities would coincide if $\gamma$ did not change with strain, as for a simple liquid, whose surface is stretched by bringing new atoms into it rather than by pulling the old ones apart.

It is also useful to see where the stress sits. In a thicker slab of 15 layers, the terms of (7) can be collected by the layer of atom $i$ and divided by $A$. The outermost layer contributes $1.350$ N/m, the second $-0.283$ N/m and the third $-0.016$ N/m. The top seven layers sum to $1.0525$ N/m.

By mirror symmetry the bottom seven layers give the same sum. The middle layer was tested to contribute less than $10^{-4}$ eV/Å$^2$, about $0.002$ N/m. The stress therefore belongs to two separate faces, and dividing by two assigns the right share to each. The single-layer values depend on how the energy is divided among atoms, so they should be read as a picture of the decay and not as separate observables.

The first layer spacing shrinks by $2.7$ percent on relaxation.

### (c) Which length

Widening the vacuum adds no force across the cut. With separated images, $L\sigma_{xx}$ stays fixed and the mean stress falls as $1/L$:

$$\sigma_{xx}'=0.6098\times\frac{34.52}{49.52}\ \text{GPa}=0.425\ \text{GPa}.$$

The calculation with the longer cell gives $0.4251$ GPa and again $f_{xx}=1.0525$ N/m. A cell stress quoted without its cell length therefore does not determine a surface stress.

The nominal slab thickness is $Nd_b=11\times1.952=21.47$ Å. Used in place of $L$, it gives

$$\frac{21.47\times0.6098}{2}\times0.1\ \text{N/m}=0.655\ \text{N/m},$$

which is 38 percent below the correct value. The error is the fraction $1-Nd_b/L$, so it grows with the vacuum. The thickness is the right factor only when the stress has already been normalised to the slab volume $ANd_b$ instead of the cell volume $AL$.

Equation (6) also shows how accurate the stress must be. An error $\delta\sigma$ in the mean stress gives $\delta f=L\,\delta\sigma/2$. For $L=34.52$ Å and $\delta\sigma=0.01$ GPa this is $0.017$ N/m, or 1.6 percent of the present result. If the error of the reported stress does not shrink as the cell grows, a longer vacuum magnifies it.

### (d) Equal strain in two directions

Let $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$. By the chain rule,

$$\frac1A\frac{d(A\gamma)}{d\varepsilon}=\frac1A\left[\frac{\partial(A\gamma)}{\partial\varepsilon_{xx}}+\frac{\partial(A\gamma)}{\partial\varepsilon_{yy}}\right]=f_{xx}+f_{yy}.$$

The (001) face has fourfold symmetry, so $f_{xx}=f_{yy}=f$, and the derivative should be $2f=2.105$ N/m. The numerical derivative gives $2.1051$ N/m.

This happens to be the same number as $L\sigma_{xx}$, but the two factors of two have different origins. In $L\sigma_{xx}=2f$ there are two faces and one strain direction. In the present derivative there is one face and two strain directions. If the excess energy of the whole slab is differentiated under equal biaxial strain, both factors occur and the result is $4f$.

## Variation 1: the lattice is not that of the free bulk

**Question.** The in-plane lattice of the free-standing slab is stretched by $0.50$ percent in both directions and held there. Applying $L\sigma_{xx}/2$ gives $1.4526$ N/m for 11 layers and $1.5982$ N/m for 15 layers. Find the surface stress, first from these two numbers alone and then from the bulk stress $\sigma_b=0.3758$ GPa and the spacing $d_b=1.937$ Å.

**Solution.** Rearranging (5) gives

$$\frac{L\sigma_{xx}}{2}=f+N\,\frac{d_b\sigma_b}{2}.\tag{9}$$

The uncorrected value is a straight line in $N$, and its intercept is $f$. The slope is

$$\frac{1.5982-1.4526}{15-11}\ \text{N/m}=0.0364\ \text{N/m per layer},$$

so the intercept is

$$f=1.4526-11\times0.0364=1.052\ \text{N/m}.$$

With the bulk data, the slope is $1.937\times0.3758\times0.1/2=0.0364$ N/m per layer. The correction for 11 layers is $0.400$ N/m, and the result is again $1.052$ N/m. The derivative of the excess energy at the stretched lattice gives $1.0522$ N/m, in agreement.

The uncorrected 11-layer value is 38 percent too high relative to this result, although the lattice is off by only half a percent. A thicker slab makes the error larger, since the bulk term grows with $N$ while the surface term does not. For this reason a change with thickness in $L\sigma_{xx}/2$ should first be checked against (9) before it is read as an interaction between the faces.

The same kind of error arises unintentionally if the lattice constant is taken from another method or from measurement and differs from that of the model's own stress-free bulk. The bulk reference has to come from the same energy model and the same numerical settings as the slab.

The thickness in (9) is $Nd_b$, not the distance $(N-1)d_b$ between the outermost atomic planes. This follows from subtracting $N$ bulk layers in (1). Using $N-1$ would leave half a layer of bulk stress on each face, an error of $d_b\sigma_b/2=0.036$ N/m here. At $\sigma_b=0$ the distinction has no effect.

## Variation 2: the slab is free to change its in-plane size

**Question.** The 11-layer slab is released in the plane. Does it expand or contract, and by roughly how much? What does (6) give for the released slab?

**Solution.** A released slab carries no net in-plane force, so $L\sigma_{xx}=0$. Equation (5) then requires

$$Nd_b\sigma_b+2f=0 .\tag{10}$$

The surfaces pull inward, and the interior is compressed until it balances them. For a small equal strain $\varepsilon$ in both directions, write $\sigma_b\approx Y\varepsilon$, where $Y$ is the biaxial modulus, and keep $f$ and $d_b$ at their values for the unstrained lattice. Then

$$\varepsilon\approx-\frac{2f}{Nd_bY}.\tag{11}$$

The data of Variation 1 give the average slope between zero and $0.50$ percent stretch, $0.3758/0.0050=75.2$ GPa, which is used here as an approximation to $Y$. With $Nd_b=21.47$ Å,

$$Nd_bY=21.47\times75.2\times0.1\ \text{N/m}=161\ \text{N/m},\qquad \varepsilon\approx-\frac{2.105}{161}=-1.3\ \text{percent}.$$

The slab contracts, as a positive $f$ requires. To leading order the strain falls as $1/N$, so a thick slab approaches the bulk lattice.

A direct search for the in-plane lattice with zero cell stress gives $-1.06$ percent. The estimate has the right sign and is too large by 23 percent relative to the computed strain. Part of this comes from the value used for $Y$, which is an average slope on the stretched side. The slope at zero strain is $80.0$ GPa, and with it (11) gives $-1.23$ percent. Equation (11) itself omits the changes of $f$ and $d_b$ with strain and the curvature of the bulk stress.

In this model the curvature of the bulk stress is the largest omission, since the bulk stiffens under in-plane compression. Solving (10) with the full $\sigma_b(\varepsilon)$, but with $f$ and $d_b$ fixed, gives $-1.08$ percent, and letting $d_b$ follow the strain as well gives $-1.06$ percent. At the contracted lattice $d_b=1.983$ Å, $\sigma_b=-0.967$ GPa and $f=1.055$ N/m, so the surface stress has hardly changed.

Applied to the released slab, (6) would give $f=0$. This is wrong, because its condition $\sigma_b=0$ is violated: the interior is compressed, and the surface stress is still present but balanced. Equation (6) needs $\sigma_b=0$ along $x$, and the usual way to ensure this is to hold the in-plane cell at the lattice of the stress-free bulk while the atoms relax. If the cell has been released, the bulk term in (5) has to be restored.

The values of the main steps are collected in the numerical output below.

## Computed results

```
MODEL AND BULK
repulsion strength: 0.10 eV
hopping strength: 1.20 eV
repulsion exponent p: 10.0 (no unit)
hopping exponent q: 3.0 (no unit)
reference distance r0: 2.80 angstrom
in-plane lattice length: 2.7607 angstrom
bulk layer spacing: 1.9521 angstrom
bulk energy per atom: -3.0984 eV
SLAB AT THE BULK LATTICE
number of layers: 11
in-plane cell area: 7.6217 angstrom^2
cell length L: 34.5214 angstrom
mean in-plane stress: 0.6098 GPa
L times stress, both faces: 2.1051 N/m
surface stress f, one face: 1.0525 N/m
surface stress f, one face: 0.06569 eV/angstrom^2
1 eV/angstrom^2: 16.0218 N/m
f from excess energies: 1.0525 N/m
surface energy gamma: 0.7883 N/m
strain derivative of gamma: 0.2642 N/m
equal biaxial derivative: 2.1051 N/m
first spacing change: -2.68 percent
WRONG READINGS
nominal slab thickness N*d: 21.4736 angstrom
thickness used instead of L: 0.6547 N/m
VACUUM, THICKNESS, SINGLE FACE
cell length, wide vacuum: 49.5214 angstrom
mean stress, wide vacuum: 0.4251 GPa
f, wide vacuum: 1.0525 N/m
f, 15 layers: 1.0525 N/m
sum over top 7 of 15 layers: 1.0525 N/m
share of layer 1: 1.3499 N/m
share of layer 2: -0.2831 N/m
share of layer 3: -0.0161 N/m
LATTICE STRETCHED IN BOTH DIRECTIONS
imposed strain: 0.50 percent
bulk layer spacing, stretched: 1.9372 angstrom
bulk in-plane stress: 0.3758 GPa
mean slab stress, 11 layers: 0.8416 GPa
uncorrected, 11 layers: 1.4526 N/m
uncorrected, 15 layers: 1.5982 N/m
corrected, 11 layers: 1.0522 N/m
corrected, 15 layers: 1.0522 N/m
from excess energies, stretched: 1.0522 N/m
FREE SLAB, 11 LAYERS
biaxial modulus: 75.2 GPa
in-plane strain, computed: -1.064 percent
in-plane strain, estimate: -1.304 percent
```
